# Space-group symmetry of the PAW transformation and of smooth wave functions: a numerical check

```python
"""
Result under test: the PAW map
    T = 1 + sum_{R,i} (|phi_i^R> - |phit_i^R>) <p_i^R|
commutes with every space-group operation g = {S|t},
    (g f)(r) = f(S^-1 (r - t)),
if equivalent atoms carry identical datasets with complete m shells.
If T is also invertible, psit = T^-1 psi has the Bloch vector and the
representation matrices of psi.
Symbols: phi, phit = all-electron and smooth partial waves, p = projectors,
delta = phi - phit, M = <p|phi>, R = atomic sites, psit = smooth function.
Model crystal: diamond structure, Hartree atomic units (lengths in bohr).
"""
import itertools
import numpy as np
from scipy.integrate import quad
from scipy.spatial.transform import Rotation

rng = np.random.default_rng(7)
a = 8.0                      # cubic lattice constant
rc = 1.6                     # augmentation radius
volume = a**3 / 4            # primitive cell
unit = 2 * np.pi / a         # unit of wave vectors
tau = np.full(3, a / 4)
sites = np.array([np.zeros(3), tau])
cell = a / 2 * np.array([[0, 1, 1], [1, 0, 1], [1, 1, 0]])   # rows
shell = np.array([0, 1, 1, 1, 2, 2, 2, 2, 2])
XY, YZ, XZ = 4, 5, 6         # positions of three d functions
amp = np.array([-1.0, 1.0, 2.0])[shell]   # strength of phi - phit
assert 2 * rc < np.linalg.norm(tau)       # spheres do not overlap


def solid(v):
    """Real solid harmonics |v|^l Y_lm for l = 0, 1, 2."""
    x, y, z = v.T
    c1, c2 = np.sqrt(3 / (4 * np.pi)), np.sqrt(15 / (4 * np.pi))
    return np.stack([np.full_like(x, np.sqrt(1 / (4 * np.pi))),
                     c1 * x, c1 * y, c1 * z,
                     c2 * x * y, c2 * y * z, c2 * x * z,
                     c2 / np.sqrt(12) * (2 * z**2 - x**2 - y**2),
                     c2 / 2 * (x**2 - y**2)], axis=1)


def inside(v):
    return np.clip(1 - np.sum(v**2, axis=1) / rc**2, 0, None)[:, None]


def delta_unit(v):
    return inside(v)**3 * solid(v / rc)


def smooth_wave(v):
    return np.exp(-np.sum(v**2, axis=1) / (2 * rc**2))[:, None] * solid(v / rc)


norm = np.array([1 / (rc**3 * quad(lambda x: x**(2 * l + 2) * (1 - x * x)**2
                                   * np.exp(-x * x / 2), 0, 1)[0])
                 for l in range(3)])[shell]


def projector(v):
    return norm * inside(v)**2 * solid(v / rc)


# Product quadrature in a ball; it does not have the cubic symmetry.
gx, gw = np.polynomial.legendre.leggauss(20)
nphi = 40
ct, ph = np.meshgrid(gx, 2 * np.pi * np.arange(nphi) / nphi, indexing="ij")
st = np.sqrt(1 - ct**2)
dirs = np.stack([st * np.cos(ph), st * np.sin(ph), ct], axis=-1).reshape(-1, 3)
wdir = np.repeat(gw, nphi) * 2 * np.pi / nphi
rad, wrad = rc * (gx + 1) / 2, gw * rc / 2
nodes = (rad[:, None, None] * dirs[None]).reshape(-1, 3)
weights = ((wrad * rad**2)[:, None] * wdir[None]).reshape(-1)
wproj = weights[:, None] * projector(nodes)
wdelta = weights[:, None] * delta_unit(nodes)

# Duality and the matrix M = <p|phi>
dual = wproj.T @ smooth_wave(nodes)
assert np.allclose(dual, np.eye(9), atol=1e-10)
M = wproj.T @ (smooth_wave(nodes) + amp * delta_unit(nodes))
assert np.allclose(M, np.diag(np.diag(M)), atol=1e-10)
Mdiag = np.diag(M)

# Rotation matrices of the harmonics for a random improper rotation
S_any = -Rotation.random(random_state=3).as_matrix()
D_any = (solid(dirs) * wdir[:, None]).T @ solid(dirs @ S_any)
rot_err = np.abs(D_any @ D_any.T - np.eye(9)).max()
mix_err = np.abs(D_any[shell[:, None] != shell[None, :]]).max()
probe = rng.normal(size=(5, 3))
assert np.allclose(solid(probe @ S_any), solid(probe) @ D_any, atol=1e-10)
assert rot_err < 1e-11 and mix_err < 1e-11

offsets = np.array(list(itertools.product((-1, 0, 1), repeat=3)))


def nearest_atom(pts):
    base = np.round(pts @ np.linalg.inv(cell))
    cand = (base[:, None, :] + offsets[None]) @ cell
    cand = np.concatenate([cand + s for s in sites], axis=1)
    best = np.argmin(np.sum((cand - pts[:, None, :])**2, axis=2), axis=1)
    return cand[np.arange(len(pts)), best]


def transform(f, pts, strength):
    """(1 + sum strength_i |delta_i><p_i|) f at the given points."""
    out = f(pts).astype(complex)
    atoms = np.round(nearest_atom(pts), 8)
    keys, which = np.unique(atoms, axis=0, return_inverse=True)
    which = np.asarray(which).reshape(-1)
    for j, atom in enumerate(keys):
        sel = which == j
        coef = wproj.T @ f(atom + nodes)
        out[sel] += delta_unit(pts[sel] - atom) @ (strength * coef)
    return out


def wave_sum(q, c):
    return lambda pts: np.exp(1j * pts @ q.T) @ c


# The 48 coset representatives of the diamond space group
ops = []
for perm in itertools.permutations(range(3)):
    for signs in itertools.product((1, -1), repeat=3):
        S = np.zeros((3, 3))
        S[np.arange(3), perm] = signs
        ops.append((S, np.zeros(3) if np.prod(signs) > 0 else tau))
for S, t in ops:
    image = sites @ S.T + t
    assert np.allclose(nearest_atom(image), image)

# Real-space test on a function without any Bloch symmetry
f = wave_sum(rng.uniform(-1, 1, (5, 3)),
             rng.normal(size=5) + 1j * rng.normal(size=5))
u = rng.normal(size=(4, 3))
u *= (rc * np.array([0.3, 0.5, 0.6, 0.8]) / np.linalg.norm(u, axis=1))[:, None]
points = u + sites[[0, 0, 1, 1]]
change = np.abs(transform(f, points, amp) - f(points)).max()
real_err = 0.0
for S, t in ops:
    t_full = t + rng.integers(-2, 3, 3) @ cell

    def back(p, S=S, t_full=t_full):
        return (p - t_full) @ S          # S^-1 (p - t)
    left = transform(lambda p: f(back(p)), points, amp)
    right = transform(f, back(points), amp)
    real_err = max(real_err, np.abs(left - right).max())
assert change > 1e-2 and real_err < 1e-9

# Inverse of T, and the kernel that appears when M is singular
inv_amp = -amp / Mdiag
round_trip = transform(lambda p: transform(f, p, inv_amp), points, amp)
inv_err = np.abs(round_trip - f(points)).max()
assert inv_err < 1e-9
singular = amp.copy()
singular[0] = -amp[0] / (Mdiag[0] - 1)


def lump(p):
    return delta_unit(p)[:, 0]


kernel_before = np.abs(lump(points[:2])).max()
kernel_after = np.abs(transform(lump, points[:2], singular)).max()
assert kernel_before > 1e-2 and kernel_after < 1e-10

# Bloch phase of psit = T^-1 psi
kfrac = np.array([0.1, 0.2, 0.4])
G = np.array([[0, 0, 0], [1, 1, 1], [-1, 1, 1], [2, 0, 0], [0, -2, 0]])
bloch = wave_sum(unit * (kfrac + G), rng.normal(size=5) + 0j)
L = cell[0]
ratio = (transform(bloch, points + L, inv_amp)
         / transform(bloch, points, inv_amp))
phase_expected = np.exp(1j * unit * kfrac @ L)
assert np.allclose(ratio, phase_expected, atol=1e-8)


# Plane-wave matrices; the spherical cutoff is kept by every operation
def wave_set(k, cut=24):
    rng_n = range(-6, 7)
    return np.array([np.add(n, k) for n in itertools.product(rng_n, repeat=3)
                     if n[0] % 2 == n[1] % 2 == n[2] % 2
                     and np.sum(np.add(n, k)**2) <= cut])


def form_factors(n):
    e = np.exp(-1j * unit * n @ nodes.T)
    return e @ wdelta / np.sqrt(volume), e @ wproj / np.sqrt(volume)


def T_matrix(n, factors, strengths):
    d, p = factors
    T = np.eye(len(n), dtype=complex)
    for site, s in zip(sites, strengths):
        e = np.exp(-1j * unit * n @ site)[:, None]
        T += (e * d * s) @ (e * p).conj().T
    return T


def op_matrix(n, S, t):
    index = {tuple(v): i for i, v in enumerate(n)}
    image = np.rint(n @ S.T).astype(int)
    rows = [index[tuple(v)] for v in image]
    g = np.zeros((len(n), len(n)), complex)
    g[rows, np.arange(len(n))] = np.exp(-1j * unit * image @ t)
    return g


no_yz, no_t2 = amp.copy(), amp.copy()
no_yz[YZ] = 0
no_t2[[XY, YZ, XZ]] = 0
cases = {"complete, identical": (amp, amp),
         "d_yz missing": (no_yz, no_yz),
         "d_xy, d_yz, d_xz missing": (no_t2, no_t2),
         "atom 2 delta times 1.1": (amp, 1.1 * amp)}
predicted = [len(ops), sum(S[0, 0] != 0 for S, t in ops), len(ops),
             sum(not t.any() for S, t in ops)]
n0 = wave_set((0, 0, 0))
fac0 = form_factors(n0)
gammas = [op_matrix(n0, S, t) for S, t in ops]
counts, worst = [], []
for strengths in cases.values():
    T0 = T_matrix(n0, fac0, strengths)
    c = np.array([np.abs(g @ T0 - T0 @ g).max() for g in gammas])
    assert np.all((c < 1e-9) | (c > 1e-5))
    counts.append(int(np.sum(c < 1e-9)))
    worst.append(c.max())
assert counts == predicted

# Point X: psi from a Hamiltonian that contains no PAW quantity
depth, width = 2.0, 1.0
nX = wave_set((0, 0, 1))
facX = form_factors(nX)
dq = unit * (nX[:, None, :] - nX[None, :, :])
H = (-depth * (2 * np.pi)**1.5 * width**3 / volume
     * np.exp(-np.sum(dq**2, axis=2) * width**2 / 2)
     * sum(np.exp(-1j * dq @ s) for s in sites))
H += np.diag(unit**2 * np.sum(nX**2, axis=1) / 2)
E, vec = np.linalg.eigh(H)
for j in (0, 2, 4):
    assert E[j + 1] - E[j] < 1e-9 and E[j + 2] - E[j + 1] > 1e-3
little = [(S, t) for S, t in ops if S[2, 2] != 0]
gX = [op_matrix(nX, S, t) for S, t in little]
assert max(np.abs(g @ H - H @ g).max() for g in gX) < 1e-10


def compare(T):
    """Closure error of psit under the matrices of psi, and characters."""
    err, chars = 0.0, []
    for j in (0, 2, 4):
        psi = vec[:, j:j + 2]
        psit = np.linalg.solve(T, psi)
        pair = []
        for g in gX:
            D = psi.conj().T @ g @ psi
            assert np.allclose(g @ psi, psi @ D, atol=1e-8)
            miss = np.linalg.norm(g @ psit - psit @ D) / np.linalg.norm(psit)
            err = max(err, miss)
            Dt = np.linalg.pinv(psit) @ g @ psit
            pair.append((np.trace(D), np.trace(Dt)))
        chars.append(np.array(pair))
    return err, chars


TX = T_matrix(nX, facX, (amp, amp))
smallest = np.linalg.svd(TX, compute_uv=False)[-1]
assert smallest > 1e-2
closure, characters = compare(TX)
assert closure < 1e-8
irreducible = []
for ch in characters:
    assert np.allclose(ch[:, 0], ch[:, 1], atol=1e-8)
    irreducible.append(np.sum(np.abs(ch[:, 1])**2) / len(little))
assert np.allclose(irreducible, 1, atol=1e-8)
bad_yz = compare(T_matrix(nX, facX, cases["d_yz missing"]))[0]
bad_atom = compare(T_matrix(nX, facX, cases["atom 2 delta times 1.1"]))[0]
assert bad_yz > 1e-5 and bad_atom > 1e-5

shown = {"(-x,-y,z)": np.diag([-1, -1, 1]),
         "(y,x,z)": np.array([[0, 1, 0], [1, 0, 0], [0, 0, 1]]),
         "(-x,-y,-z)+tau": -np.eye(3)}
where = [next(i for i, (S, t) in enumerate(little) if np.allclose(S, R))
         for R in shown.values()]


def clean(z):
    assert abs(z.imag) < 1e-8
    return f"{round(z.real, 6) + 0.0:.3f}"


print(f"lattice constant a = {a:.1f} bohr, sphere radius = {rc:.1f} bohr")
print(f"half the nearest-neighbour distance = "
      f"{np.linalg.norm(tau) / 2:.4f} bohr")
print("strength of phi - phit for s, p, d =", amp[[0, 1, 4]])
print("M = <p|phi> for s, p, d =", np.round(Mdiag[[0, 1, 4]], 4))
print(f"harmonics, random improper rotation: |D D^T - 1| = {rot_err:.1e}, "
      f"l mixing = {mix_err:.1e}")
print(f"real space: largest |T f - f| at test points = {change:.4f}")
print(f"real space: largest |T g f - g T f|, {len(ops)} operations = "
      f"{real_err:.1e}")
print(f"real space: largest |T T^-1 f - f| = {inv_err:.1e}")
print(f"s strength that makes M singular = {singular[0]:.4f}")
print(f"kernel function: largest value before T = {kernel_before:.4f}, "
      f"after T = {kernel_after:.1e}")
print("Bloch test: k =", kfrac, "x 2 pi/a, L =", L, "bohr")
print(f"Bloch phase k.L = {np.degrees(np.angle(phase_expected)):.3f} deg, "
      f"from psit = {np.degrees(np.angle(ratio[0])):.3f} deg")
print(f"plane waves at Gamma = {len(n0)}, at X = {len(nX)}")
for name, c, w in zip(cases, counts, worst):
    print(f"{name}: {c} of {len(ops)} operations commute, "
          f"largest commutator element = {w:.1e}")
print(f"Gaussian wells: depth = {depth:.1f} hartree, width = {width:.1f} bohr")
print(f"operations in the little group of X = {len(little)}")
print(f"smallest singular value of T at X = {smallest:.4f}")
print("characters at X for", ", ".join(shown))
for j, ch in enumerate(characters):
    print(f"doublet {j + 1}, E = {E[2 * j]:.5f} hartree")
    print("  psi :", ", ".join(clean(ch[i, 0]) for i in where))
    print("  psit:", ", ".join(clean(ch[i, 1]) for i in where))
print("sum |character|^2 / group order =", np.round(irreducible, 6))
print(f"closure error of psit, complete dataset = {closure:.1e}")
print(f"closure error of psit, d_yz missing = {bad_yz:.2e}")
print(f"closure error of psit, unequal atoms = {bad_atom:.2e}")
print("OK")
```

Printed output:

```
lattice constant a = 8.0 bohr, sphere radius = 1.6 bohr
half the nearest-neighbour distance = 1.7321 bohr
strength of phi - phit for s, p, d = [-1.  1.  2.]
M = <p|phi> for s, p, d = [0.5616 1.2795 1.3775]
harmonics, random improper rotation: |D D^T - 1| = 1.5e-14, l mixing = 6.0e-15
real space: largest |T f - f| at test points = 1.5559
real space: largest |T g f - g T f|, 48 operations = 2.7e-14
real space: largest |T T^-1 f - f| = 1.6e-14
s strength that makes M singular = -2.2809
kernel function: largest value before T = 0.2126, after T = 7.8e-16
Bloch test: k = [0.1 0.2 0.4] x 2 pi/a, L = [0. 4. 4.] bohr
Bloch phase k.L = 108.000 deg, from psit = 108.000 deg
plane waves at Gamma = 137, at X = 116
complete, identical: 48 of 48 operations commute, largest commutator element = 4.4e-16
d_yz missing: 16 of 48 operations commute, largest commutator element = 1.6e-02
d_xy, d_yz, d_xz missing: 48 of 48 operations commute, largest commutator element = 4.4e-16
atom 2 delta times 1.1: 24 of 48 operations commute, largest commutator element = 4.0e-03
Gaussian wells: depth = 2.0 hartree, width = 1.0 bohr
operations in the little group of X = 16
smallest singular value of T at X = 0.5639
characters at X for (-x,-y,z), (y,x,z), (-x,-y,-z)+tau
doublet 1, E = -0.48124 hartree
  psi : 2.000, 2.000, 0.000
  psit: 2.000, 2.000, 0.000
doublet 2, E = 0.06766 hartree
  psi : -2.000, 0.000, 0.000
  psit: -2.000, 0.000, 0.000
doublet 3, E = 0.16375 hartree
  psi : 2.000, 2.000, 0.000
  psit: 2.000, 2.000, 0.000
sum |character|^2 / group order = [1. 1. 1.]
closure error of psit, complete dataset = 1.3e-14
closure error of psit, d_yz missing = 8.42e-03
closure error of psit, unequal atoms = 7.21e-02
OK
```
